# Photoemission by unpolarized light: the halved beta and the magic angle: a program that tests the result

```python
# RESULT UNDER TEST
# Dipole photoemission from randomly oriented targets, relative to its sphere
# average, is 1 + beta*P2(cos angle from polarization) for linear light and
# 1 - beta/2*P2(cos angle from beam) for unpolarized light.
# Both are independent of beta at arccos(1/sqrt(3)).
# Example: hydrogenic 2p shell, effective charge Z, electron momentum p.
# R_s, R_d: radial dipole integrals to s and d waves; q: photon momentum.
# Internal calculations use atomic units; the electron direction is the z axis.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
hartree = const.value("Hartree energy in eV")
wavelength_nm = 13.5
photon_ev = const.h * const.c / (wavelength_nm * 1e-9 * const.e)
Z = 1.8
binding_ev = Z**2 / 8 * hartree
magic = np.arccos(1 / np.sqrt(3))


def P2(x):
    return (3 * x**2 - 1) / 2


def momentum(energy_ev):
    return np.sqrt(2 * (energy_ev - binding_ev) / hartree)


def beam_axes(theta):
    beam = np.array([np.sin(theta), 0, np.cos(theta)])
    first = np.array([np.cos(theta), 0, -np.sin(theta)])
    second = np.array([0.0, 1.0, 0.0])
    return beam, first, second


# General target: average an arbitrary complex dipole amplitude over rotations.
c0 = rng.normal(size=3) + 1j * rng.normal(size=3)
c1 = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
c2 = rng.normal(size=(3, 3, 3)) + 1j * rng.normal(size=(3, 3, 3))
nodes, weights = np.polynomial.legendre.leggauss(6)
turns = np.arange(10) * 2 * np.pi / 10
density = np.zeros((3, 3), complex)
for x, weight in zip(nodes, weights):
    for first_turn in turns:
        for last_turn in turns:
            R = Rotation.from_euler(
                "ZYZ", [first_turn, np.arccos(x), last_turn]).as_matrix()
            n_body = R.T @ np.array([0.0, 0.0, 1.0])
            D = c0 + c1 @ n_body + np.einsum("ijk,j,k->i", c2, n_body, n_body)
            D = R @ D
            density += weight / 200 * np.outer(D, D.conj())


def density_rate(e):
    return np.real(e @ density @ e.conj())


A = density[0, 0].real
B = density[2, 2].real - A
general_mean = A + B / 3
general_beta = 2 * B / (3 * A + B)
assert abs(density[0, 0] - density[1, 1]) < 1e-10 * general_mean
assert np.max(np.abs(density.real - np.diag([A, A, A + B]))) < 1e-10 * general_mean
assert np.max(np.abs(density[:2, 2])) < 1e-10 * general_mean
assert -1 <= general_beta <= 2
for theta in (0.3, 0.9, 1.4):
    beam, e1, e2 = beam_axes(theta)
    right, left = (e1 + 1j * e2) / np.sqrt(2), (e1 - 1j * e2) / np.sqrt(2)
    linear_pair = (density_rate(e1) + density_rate(e2)) / 2
    circular_pair = (density_rate(right) + density_rate(left)) / 2
    expected = general_mean * (1 - general_beta / 2 * P2(np.cos(theta)))
    assert np.isclose(linear_pair, expected, rtol=1e-10)
    assert np.isclose(circular_pair, expected, rtol=1e-10)
    assert abs(density_rate(right) - density_rate(left)) > 1e-4 * general_mean


# Partial-wave calculation of the hydrogenic 2p example.
def radial_integral(l, p):
    x, w = np.polynomial.legendre.leggauss(120)
    r, w = 25 * (x + 1), 25 * w
    wave = np.array([float(mp.re(mp.coulombf(l, -Z / p, p * s))) for s in r])
    bound = np.sqrt(Z**5 / 24) * r**2 * np.exp(-Z * r / 2)
    return np.sum(w * wave * r * bound)


def partial_wave_beta(p):
    Rs, Rd = radial_integral(0, p), radial_integral(2, p)
    phase = -np.arctan(Z / p) - np.arctan(Z / (2 * p))
    value = (2 * Rd**2 - 4 * Rs * Rd * np.cos(phase)) / (Rs**2 + 2 * Rd**2)
    return value, Rs, Rd, phase


# Three-dimensional quadrature in parabolic coordinates, with no partial waves.
n_grid, n_phi, length = 150, 12, 90.0
x, w = np.polynomial.legendre.leggauss(n_grid)
xi, wxi = length * (x + 1) / 2, length * w / 2
phi = np.arange(n_phi) * 2 * np.pi / n_phi
XI, ETA, PHI = np.meshgrid(xi, xi, phi, indexing="ij")
radius = ((XI + ETA) / 2).ravel()
rho = np.sqrt(XI * ETA)
position = np.stack([rho * np.cos(PHI), rho * np.sin(PHI),
                     (XI - ETA) / 2]).reshape(3, -1)
volume = ((XI + ETA) / 4 * wxi[:, None, None] * wxi[None, :, None]
          * 2 * np.pi / n_phi).ravel()
bound_weight = np.exp(-Z * radius / 2) * volume
length_op = np.empty((9, radius.size))
velocity_op = np.empty((9, radius.size))
for i in range(3):
    for j in range(3):
        product = position[i] * position[j]
        length_op[3 * i + j] = product * bound_weight
        velocity_op[3 * i + j] = (float(i == j) - Z * product / (2 * radius)) * bound_weight


def conjugate_final_wave(p):
    # The constant normalization factor cancels from all relative intensities.
    F = np.array([complex(mp.hyp1f1(1j * Z / p, 1, 1j * p * s)) for s in xi])
    return np.repeat(F, n_grid * n_phi) * np.exp(-1j * p * position[2])


def amplitude(operator, wave, q=np.zeros(3)):
    return (operator @ (wave * np.exp(1j * (q @ position)))).reshape(3, 3)


def rate(e, M):
    return np.sum(np.abs(e @ M)**2)


def unpolarized(theta, M):
    _, e1, e2 = beam_axes(theta)
    return (rate(e1, M) + rate(e2, M)) / 2


sphere_x, sphere_w = np.polynomial.legendre.leggauss(8)


def sphere_mean(M):
    return sum(v * unpolarized(np.arccos(u), M)
               for u, v in zip(sphere_x, sphere_w)) / 2


results = []
for energy in (photon_ev, 40.0):
    p = momentum(energy)
    beta, Rs, Rd, phase = partial_wave_beta(p)
    ratio_formula = 2 * np.sqrt((p**2 + Z**2) / (p**2 + Z**2 / 4))
    assert np.isclose(Rd / Rs, ratio_formula, rtol=1e-7)
    gamma_phase = float(mp.arg(mp.gamma(3 - 1j * Z / p))
                        - mp.arg(mp.gamma(1 - 1j * Z / p)))
    assert abs(np.exp(1j * gamma_phase) - np.exp(1j * phase)) < 1e-10
    wave = conjugate_final_wave(p)
    M = amplitude(length_op, wave)
    Mv = amplitude(velocity_op, wave)
    scale = np.max(np.abs(Mv))
    assert np.max(np.abs(Mv + energy / hartree * M)) < 1e-6 * scale
    a, b = Rs / 3, -Rd * np.exp(1j * phase)
    assert abs(M[0, 0] / M[2, 2] - (a - b / 3) / (a + 2 * b / 3)) < 1e-6
    average = sphere_mean(M)
    for theta in (0.0, 0.5, 1.1, np.pi / 2):
        direct = unpolarized(theta, M) / average
        assert abs(direct - (1 - beta / 2 * P2(np.cos(theta)))) < 1e-6
    for _ in range(4):
        e = rng.normal(size=3)
        e /= np.linalg.norm(e)
        assert abs(rate(e, M) / average - (1 + beta * P2(e[2]))) < 1e-6
    root = brentq(lambda t: unpolarized(t, M) / average - 1, 0.3, 1.5)
    assert abs(root - magic) < 1e-5
    results.append((p, beta, Rs, Rd, phase, wave, M, average, root))

p, beta, Rs, Rd, phase, wave, M, average, root = results[0]

# Residual linear polarization: explicit incoherent mixture against its formula.
degree = 0.10
for theta, azimuth in ((magic, 0.0), (1.0, 0.4)):
    _, e1, e2 = beam_axes(theta)
    favoured = np.cos(azimuth) * e1 + np.sin(azimuth) * e2
    other = -np.sin(azimuth) * e1 + np.cos(azimuth) * e2
    mixed = ((1 + degree) * rate(favoured, M)
             + (1 - degree) * rate(other, M)) / (2 * average)
    formula = (1 - beta / 2 * P2(np.cos(theta))
               + 0.75 * beta * degree * np.sin(theta)**2 * np.cos(2 * azimuth))
    assert abs(mixed - formula) < 1e-6
polarization_shift = 0.75 * beta * degree * np.sin(magic)**2

# Photon momentum retained in the velocity-form matrix element.
q = photon_ev / hartree * const.fine_structure


def retarded_parts(q_size):
    def intensity(theta):
        beam, _, _ = beam_axes(theta)
        return unpolarized(theta, amplitude(velocity_op, wave, q_size * beam))
    mean = sum(v * intensity(np.arccos(u))
               for u, v in zip(sphere_x, sphere_w)) / 2
    forward = intensity(magic) / mean
    backward = intensity(np.pi - magic) / mean
    return (forward - backward) / 2, (forward + backward) / 2 - 1


odd, even = retarded_parts(q)
odd_half, even_half = retarded_parts(q / 2)
assert abs(odd - 2 * odd_half) < 3e-4
assert abs(even - 4 * even_half) < 3e-4
assert abs(even) < 0.01

# Surface refraction for normal incidence, checked by a classical trajectory.
kinetic_ev = photon_ev - binding_ev
barrier_ev = 10.0
inside = np.arcsin(np.sin(magic) * np.sqrt(kinetic_ev / (kinetic_ev + barrier_ev)))
speed = np.sqrt(2 * (kinetic_ev + barrier_ev))


def motion(t, state):
    depth, v_parallel, v_normal = state
    return [v_normal, 0.0, -barrier_ev / (4 * np.cosh(depth / 2)**2)]


track = solve_ivp(motion, (0, 6),
                  [-25.0, speed * np.sin(inside), speed * np.cos(inside)],
                  rtol=1e-9, atol=1e-10, max_step=0.05)
assert track.y[0, -1] > 15
assert abs(np.arctan2(track.y[1, -1], track.y[2, -1]) - magic) < 1e-5
refraction_shift = -beta / 2 * P2(np.cos(inside))

# Isotropic elastic scattering: random flights against exponential survival.
path_nm, scattering_nm = 1.0, 1.0
survival = np.exp(-path_nm / scattering_nm)
coefficient = -beta / 2
trial = rng.uniform(-1, 1, 4_000_000)
keep = rng.random(trial.size) < (1 + coefficient * P2(trial)) / (1 + abs(coefficient))
direction = trial[keep]
travel = np.zeros(direction.size)
active = np.arange(direction.size)
while active.size:
    travel[active] += rng.exponential(scattering_nm, active.size)
    active = active[travel[active] < path_nm]
    direction[active] = rng.uniform(-1, 1, active.size)
sample = P2(direction)
standard_error = np.std(sample) / np.sqrt(sample.size)
# Five standard errors allow for the statistical noise of the random flights.
assert abs(np.mean(sample) - coefficient * survival / 5) < 5 * standard_error

misaligned_shift = -beta / 2 * P2(np.cos(magic + np.radians(1)))

print(f"Wavelength: {wavelength_nm:.1f} nm")
print(f"Photon energy: {photon_ev:.2f} eV")
print(f"Effective charge Z: {Z:.1f} (elementary charges)")
print(f"Model binding energy: {binding_ev:.2f} eV")
print(f"Electron kinetic energy: {kinetic_ev:.2f} eV")
print(f"Electron momentum p: {p:.4f} atomic units")
print(f"Radial integral R_s: {Rs:.5f} bohr^(3/2)")
print(f"Radial integral R_d: {Rd:.5f} bohr^(3/2)")
print(f"Ratio R_d/R_s: {Rd / Rs:.4f} (dimensionless)")
print(f"Phase difference s2-s0: {np.degrees(phase):.2f} degrees")
print(f"Cosine of phase difference: {np.cos(phase):.4f} (dimensionless)")
print(f"beta, linear light: {beta:.4f} (dimensionless)")
print(f"-beta/2, unpolarized light: {-beta / 2:.4f} (dimensionless)")
print(f"beta at 40 eV photon energy: {results[1][1]:.4f} (dimensionless)")
print(f"Magic angle, analytic: {np.degrees(magic):.4f} degrees")
print(f"Magic angle, quadrature at 13.5 nm: {np.degrees(root):.4f} degrees")
print(f"Magic angle, quadrature at 40 eV: {np.degrees(results[1][8]):.4f} degrees")
for angle in (0.0, magic, np.pi / 2):
    label = f"{np.degrees(angle):.1f} degrees"
    print(f"Linear intensity/mean, {label} from field: {1 + beta * P2(np.cos(angle)):.4f}")
    print(f"Unpolarized intensity/mean, {label} from beam: {unpolarized(angle, M) / average:.4f}")
print(f"Photon momentum q: {q:.5f} atomic units")
print(f"Photon-momentum odd shift at magic angle: {100 * odd:+.2f} percent")
print(f"Photon-momentum even shift at magic angle: {100 * even:+.3f} percent")
print(f"Assumed residual linear polarization: {100 * degree:.0f} percent")
print(f"Largest polarization shift at magic angle: {100 * polarization_shift:.2f} percent")
print(f"Shift for +1 degree misalignment: {100 * misaligned_shift:+.2f} percent")
print(f"Rough surface barrier: {barrier_ev:.0f} eV")
print(f"Inside angle for magic exit angle: {np.degrees(inside):.2f} degrees")
print(f"Angular-factor shift from refraction: {100 * refraction_shift:+.2f} percent")
print(f"Rough path in film: {path_nm:.1f} nm")
print(f"Rough isotropic-scattering length: {scattering_nm:.1f} nm")
print(f"Anisotropy surviving scattering: {100 * survival:.1f} percent")
print(f"Unpolarized P2 coefficient after scattering: {coefficient * survival:.4f} (dimensionless)")
print("verified")
```

Running it gives:

```
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Effective charge Z: 1.8 (elementary charges)
Model binding energy: 11.02 eV
Electron kinetic energy: 80.82 eV
Electron momentum p: 2.4372 atomic units
Radial integral R_s: 0.01816 bohr^(3/2)
Radial integral R_d: 0.04235 bohr^(3/2)
Ratio R_d/R_s: 2.3324 (dimensionless)
Phase difference s2-s0: -56.72 degrees
Cosine of phase difference: 0.5488 (dimensionless)
beta, linear light: 0.4848 (dimensionless)
-beta/2, unpolarized light: -0.2424 (dimensionless)
beta at 40 eV photon energy: 0.8471 (dimensionless)
Magic angle, analytic: 54.7356 degrees
Magic angle, quadrature at 13.5 nm: 54.7356 degrees
Magic angle, quadrature at 40 eV: 54.7356 degrees
Linear intensity/mean, 0.0 degrees from field: 1.4848
Unpolarized intensity/mean, 0.0 degrees from beam: 0.7576
Linear intensity/mean, 54.7 degrees from field: 1.0000
Unpolarized intensity/mean, 54.7 degrees from beam: 1.0000
Linear intensity/mean, 90.0 degrees from field: 0.7576
Unpolarized intensity/mean, 90.0 degrees from beam: 1.1212
Photon momentum q: 0.02463 atomic units
Photon-momentum odd shift at magic angle: +3.96 percent
Photon-momentum even shift at magic angle: +0.038 percent
Assumed residual linear polarization: 10 percent
Largest polarization shift at magic angle: 2.42 percent
Shift for +1 degree misalignment: +0.59 percent
Rough surface barrier: 10 eV
Inside angle for magic exit angle: 50.37 degrees
Angular-factor shift from refraction: -2.67 percent
Rough path in film: 1.0 nm
Rough isotropic-scattering length: 1.0 nm
Anisotropy surviving scattering: 36.8 percent
Unpolarized P2 coefficient after scattering: -0.0892 (dimensionless)
verified
```
